# Crossover temperature for proton hopping from the barrier's imaginary frequency

## A proton between two oxygen sites

During wet polishing of an oxide, a proton can pass from one surface oxygen to a neighbouring one. A hot proton passes near the top of the barrier between them; a cold one tunnels through at lower energy. A calculation of the saddle point gives an imaginary frequency $i\omega_b$. At what temperature does that number say that one mode of transfer gives way to the other?

Atomic units are used in the algebra, so $\hbar=1$ and $\omega_b$ is an energy, and $\beta=1/(k_BT)$. The proton, of mass $m$, moves in one dimension on a single electronic potential surface $V(x)$, with reactant floor at zero and barrier top $V_0$ at $x=0$, where $V''(0)=-m\omega_b^2$. The reactant side is in thermal equilibrium, and successive crossings are incoherent. Its energies are first treated as continuous.

The leading estimate will be

$$k_BT_c=\frac{\omega_b}{2\pi}. \tag{1}$$

The large parameter of the analysis is $\theta=V_0/(k_BT_c)$.

## Thermal flux over a parabolic top

In a momentum interval $dp$, the flux towards the barrier is $v\,dp/(2\pi)$ times the Boltzmann weight. Since $v\,dp=dE$, a transmission probability $P(E)$ gives the rate

$$k=\frac{1}{2\pi Z}\int_0^\infty P(E)e^{-\beta E}\,dE,$$

with $Z$ the reactant partition function. Classically $P$ is a unit step at $V_0$, and the integral is $e^{-\beta V_0}/\beta$. With $d=V_0-E$, the depth below the top, the ratio of quantum to classical flux is

$$\kappa=\beta\int P\,e^{\beta d}\,dd. \tag{2}$$

Near the top, $V=V_0-\tfrac12m\omega_b^2x^2$. Setting $\xi=\sqrt{m\omega_b}\,x$ and $\varepsilon=(E-V_0)/\omega_b$ turns the Schrödinger equation into

$$\psi''+(\xi^2+2\varepsilon)\psi=0.$$

Far to the right the local wavenumber is $\sqrt{\xi^2+2\varepsilon}\simeq\xi+\varepsilon/\xi$. Its integral is the phase and its inverse square root the amplitude, so the transmitted wave is

$$\psi\simeq\xi^{\,i\varepsilon-1/2}e^{i\xi^2/2}.$$

Follow this form to the left side along $\xi=\rho e^{i\varphi}$, with large $\rho$ and $\varphi$ running from $0$ to $\pi$. The modulus of $e^{i\xi^2/2}$ is $e^{-\rho^2\sin(2\varphi)/2}$. In the second quadrant this wave is the dominant one, so its coefficient is carried through unchanged; the other wave, small there, can enter and becomes the incident wave at $\varphi=\pi$. On the left, $e^{i\rho^2/2}$ travels towards larger $\rho$, away from the barrier, and is the reflected wave. Relative to the transmitted wave it has the coefficient

$$e^{i\pi(i\varepsilon-1/2)}=-i\,e^{-\pi\varepsilon}.$$

The ratio of reflected to transmitted flux is therefore $e^{-2\pi\varepsilon}$. The two fluxes add to the incident one, so

$$P=\frac{1}{1+e^{-2\pi\varepsilon}}=\frac{1}{1+e^{2\pi d/\omega_b}}. \tag{3}$$

Define $\beta_c=2\pi/\omega_b$, $z=\beta_cd$ and $b=\beta/\beta_c=T_c/T$. For a high barrier the depth integral may be extended to infinity when $b<1$, provided $\theta(1-b)\gg1$. For a barrier that is parabolic only near its top, the result also needs the stronger condition $\theta(1-b)^2\gg1$, derived below for the double well. Equation (2) becomes

$$\kappa_0=b\int_{-\infty}^{\infty}\frac{e^{bz}}{1+e^z}\,dz .$$

Call the integral $I$. On the line $z+2\pi i$ the integrand is multiplied by $e^{2\pi ib}$. A rectangle between the two lines encloses one pole, at $z=i\pi$, with residue $-e^{i\pi b}$. Hence

$$I(1-e^{2\pi ib})=-2\pi i\,e^{i\pi b},\qquad I=\frac{\pi}{\sin\pi b},$$

and

$$\kappa_0=\frac{\pi b}{\sin\pi b}. \tag{4}$$

This diverges at $b=1$, which is $T=T_c$. There the growth of the Boltzmann factor with depth cancels the decay of the transmission, and a parabola has no floor to end the integral.

At $b=1/2$ the integrand is $1/[2\cosh(z/2)]$, symmetric about the top. Half of the crossings on a parabolic barrier are thus already below the top at $2T_c$. The temperature $T_c$ marks the approach to deep tunnelling, not the onset of tunnelling. For $1/2<b<1$ the integrand peaks where $b=e^z/(1+e^z)$, or $z=\ln[b/(1-b)]$. The depth is this number times $k_BT_c$: it starts from zero at $b=1/2$, reaches $2.2\,k_BT_c$ at $b=0.9$, and is small compared with $V_0$ when $\theta$ is large and $b$ is not too close to one.

## Why the energy moves into the barrier

For a general smooth barrier, the wave decays between the turning points as $\exp[-\int\sqrt{2m(V-E)}\,dx]$. Squaring gives $P\simeq e^{-S}$ with

$$S(E)=2\int_{x_1}^{x_2}\sqrt{2m(V-E)}\,dx.$$

For the parabola $S=2\pi d/\omega_b$. The form $P=1/(1+e^S)$ therefore joins (3) near the top to $e^{-S}$ far below it; between these limits it is an approximation.

Below the top the flux carries the exponent $-(\beta E+S)$. The integrand of $S$ vanishes at the turning points, so differentiation produces no endpoint terms:

$$-\frac{dS}{dE}=2\int_{x_1}^{x_2}\sqrt{\frac{m}{2(V-E)}}\,dx\equiv\tau(E).$$

This is the period of an orbit in the inverted potential, where the speed is $\sqrt{2(V-E)/m}$. A stationary energy requires

$$\beta=\tau(E). \tag{5}$$

Near the top the inverted motion is harmonic, and $\tau\to2\pi/\omega_b=\beta_c$. If $\tau$ grows with depth, (5) has a solution below the top when $\beta$ lies between $\beta_c$ and the period at the floor (infinite for the double well treated next), and none when $\beta<\beta_c$. The second derivative of $\beta E+S$ is $-d\tau/dE>0$, so the solution is a minimum of this sum and a maximum of the flux. This establishes (1) and its condition.

The condition can fail. Take $V=V_0[1-(y^2+y^4)/2]$ with $y=x/a$ for $|y|<1$, and zero potential outside. Its sides steepen and deep orbits are fast. Equating $e^{-S(0)}$ with $e^{-\beta V_0}$ puts the takeover by tunnelling at the floor at $1.335\,T_c$, a value that ignores prefactors and so holds in the high-barrier limit. The top curvature then gives too low a temperature.

## The first correction for a double well

Use

$$V=V_0\left(1-\frac{x^2}{a^2}\right)^2,\qquad V''(0)=-\frac{4V_0}{a^2},\qquad \omega_b=\frac2a\sqrt{\frac{V_0}{m}}. \tag{6}$$

Let $y=x/a$ and $s=\sqrt{E/V_0}$. Then

$$V-E=V_0(1-s-y^2)(1+s-y^2).$$

The turning points are $y=\pm\sqrt{1-s}$. Substituting $y=\sqrt{1-s}\,\sin\varphi$ cancels the first factor against $dy$, leaving

$$\tau=2a\sqrt{\frac{m}{2V_0}}\int_{-\pi/2}^{\pi/2}\frac{d\varphi}{\sqrt{\cos^2\varphi+s(1+\sin^2\varphi)}}.$$

The denominator falls as $s$ falls, so the period grows with depth throughout this barrier.

Now put $r=1-s$. The quantity under the root is $2-r(1+\sin^2\varphi)$, and its inverse square root is

$$\frac1{\sqrt2}\left[1+\frac r4(1+\sin^2\varphi)+O(r^2)\right].$$

The mean of $\sin^2\varphi$ is $1/2$, so the integral is $(\pi/\sqrt2)(1+3r/8)$. Also $r=1-\sqrt{1-d/V_0}\simeq d/(2V_0)$. The prefactors combine to $\pi a\sqrt{m/V_0}=\beta_c$, giving

$$\tau=\beta_c\left(1+\frac{3d}{16V_0}+\cdots\right). \tag{7}$$

Since $dS/dd=\tau$, $S=0$ at the top and $\beta_cV_0=\theta$, integration gives

$$S=z+\frac{3z^2}{32\theta}+\cdots. \tag{8}$$

**Above $T_c$.** Let $f=1/(1+e^z)$, for which $df/dz=-f(1-f)$. To first order, (8) changes the transmission by $-f(1-f)\,3z^2/(32\theta)$. Integration by parts gives

$$\int e^{bz}f(1-f)\,dz=b\int e^{bz}f\,dz=\frac{\pi b}{\sin\pi b}.$$

Two derivatives with respect to $b$ supply the factor $z^2$. With $p=\pi b$,

$$\kappa\simeq\frac{p}{\sin p}-\frac{3b}{32\theta}\,\pi^2\,\frac{p(1+\cos^2p)-2\sin p\cos p}{\sin^3p}. \tag{9}$$

This is the first anharmonic correction within $P=1/(1+e^S)$. Wave corrections to that formula are not included, although they too are of order $1/\theta$. The term kept dominates as $b\to1$; at higher temperatures the omitted ones can outweigh it and reverse the sign of the total correction.

As $b\to1$, $p/\sin p\simeq1/(1-b)$, and its second derivative is $2/(1-b)^3$. The correction relative to the leading term is then $-3/[16\theta(1-b)^2]$. It reaches unit size at

$$|1-b|=\sqrt{\frac{3}{16\theta}}, \tag{10}$$

which is the relative half-width of the crossover. Inside it, expansion (9) cannot be used.

**At and below $T_c$.** Near $b=1$ large positive $z$ dominates, and $P\simeq e^{-S}$ there. Replacing the smooth cutoff at the top by a sharp one gives

$$\kappa\simeq b\int_0^\infty\exp\left[-(1-b)z-\frac{3z^2}{32\theta}\right]dz. \tag{11}$$

At $b=1$ this half Gaussian is

$$\kappa(T_c)\simeq\sqrt{\frac{8\pi\theta}{3}}. \tag{12}$$

The divergence is replaced by a finite value that grows as $\sqrt\theta$. For $b>1$ the exponent in (11) peaks at $z=16\theta(b-1)/3$, or

$$d=\frac{16}{3}V_0\left(\frac{T_c}{T}-1\right). \tag{13}$$

Once this peak lies well inside the integration range, completing the square gives

$$\kappa\simeq b\sqrt{\frac{32\pi\theta}{3}}\exp\left[\frac{8\theta(b-1)^2}{3}\right].$$

This second limit requires $b-1$ to exceed the width (10). Carrying the expansion in $r$ one order further gives the next term in $S$ as $35z^3/(1024\theta^2)$. At the peak this is about $5\theta(b-1)^3$, which must also be small compared with one.

## Numbers for the proton

Take $V_0=0.30$ eV and a hop of 1.0 Å, so $a=0.50$ Å. For the proton $1/m$ in (6) stands for $\hbar^2/m=0.004150$ eV Å$^2$. Then

$$\hbar\omega_b=\frac{2}{0.50}\sqrt{0.30\times0.004150}=0.1411\ \text{eV},$$

or 1138 cm$^{-1}$. Dividing by $2\pi$ gives $k_BT_c=0.02246$ eV, hence $T_c=261$ K and $\theta=0.30/0.02246=13.4$. Equation (10) gives a relative half-width of 0.118, or 31 K. The change is broad.

The transmission was also computed by solving the Schrödinger equation for this barrier between flat leads, with the potential cut into 1500 slices. At 298.15 K it gives $\kappa=4.96$. The semiclassical form $1/(1+e^S)$ gives 4.49, which is 9% lower relative to the numerical value, while the parabolic formula (4) gives 7.14, which is 44% higher. Here $1-b=0.126$, close to the width, so the parabolic formula should be poor.

At 353.15 K, $b=0.738$. Equation (9) gives $3.16-0.57=2.59$, against the numerical 2.88. The parabolic value is about 10% too high and the corrected one about 10% too low: the correction has the right sign here but overshoots. Part of the excess comes from higher orders in $1/\theta$, and part from the omitted wave corrections, whose relative importance does not fade as $\theta$ grows at fixed $b$. At $T_c$, (12) gives 10.6 and the numerical flux gives 9.8. The closeness is partly a cancellation: the full integral of $1/(1+e^S)$, which (12) approximates, is 8.4 at this $\theta$.

Even above $T_c$, most of this flux lies below the top: 85% at 298.15 K and 74% at 353.15 K. "Thermal hopping" here does not mean passage purely above the top, nor only close to it: the share crossing more than $V_0/3$ below the top is 36% at 298.15 K and 20% at 353.15 K.

At 240 K, (13) gives $d=0.138$ eV, whereas the full condition (5) puts the stationary energy at 0.191 eV, a depth of 0.109 eV. The linear law overestimates the depth by about a quarter. At 240 K the proton is still inside the crossover width of 31 K, so the maximum is very flat and its energy does not locate the flux sharply.

A particle 100 times heavier on the same barrier has $\theta$ ten times larger and tests the high-barrier limit. At its own $2T_c$, the numerical share below the top is 0.497 and $\kappa=1.571$, compared with $1/2$ and $\pi/2$. At $1.2T_c$ the flux peaks at $0.988V_0$. At $0.8T_c$ it peaks at $0.277V_0$, near the stationary value $0.282V_0$. The dominant energy does move into the barrier as the argument requires.

## What the proton's surroundings change

The wells have discrete levels. The lowest pair lies near 0.095 eV, and the next levels are at 0.252 and 0.270 eV. The stationary energy found above for 240 K, 0.191 eV, falls in the gap between them, so the continuous-energy picture is only a rough guide there. The stationary energy meets the lowest pair at 213 K; below that temperature it lies beneath every level, and the picture fails.

Another measure equates leakage from the lowest level with plain over-barrier flux. The well frequency is $\omega_w=\sqrt2\,\omega_b$, because $V''(\pm a)=8V_0/a^2$. With $E_0$ the mean of the lowest pair and $P_0=4.8\times10^{-5}$ its semiclassical transmission, the condition is

$$\omega_wP_0=k_BT\,e^{-(V_0-E_0)/(k_BT)}.$$

It gives 301 K. This comparison leaves out tunnelling near the top, so it does not replace $T_c$, but it shows that the choice of criterion alone can move the answer by 40 K.

Solvent friction also matters. Let $x$ now stand for the mass-weighted proton coordinate, $\sqrt m$ times the position, and let mass-weighted bath oscillators of frequency $w_j$ couple to the proton with strengths $c_j$, through terms $\tfrac12w_j^2(q_j-c_jx/w_j^2)^2$. For a small periodic imaginary-time displacement of frequency $\nu$, eliminating the oscillators gives the stiffness

$$\nu^2-\omega_b^2+\sum_j\frac{c_j^2}{w_j^2}\frac{\nu^2}{\nu^2+w_j^2}.$$

For an Ohmic bath the sum becomes $(2g/\pi)\int_0^\infty\nu^2dw/(\nu^2+w^2)=g\nu$. The lowest nonzero thermal frequency is $2\pi k_BT$. The path at the top becomes unstable when its stiffness vanishes, so

$$2\pi k_BT_c=\sqrt{\omega_b^2+\frac{g^2}{4}}-\frac g2.$$

The same equation gives the unstable frequency of the complete proton-and-bath Hessian. Without friction it returns (1). For $\hbar g=0.03$ eV, $T_c$ falls to 234 K.

The barrier, hop length and friction are illustrative inputs, not values for a particular oxide. The quartic form also ties the wells to the barrier top: its well frequency, $\sqrt2\times1138=1609$ cm$^{-1}$, is only about half that of an O–H stretch, so the level energies above and the temperatures drawn from them belong to the model. Real sites vary, and the oxygens move. Shortening $a$ by 0.05 Å at fixed $V_0$ raises $T_c$ to 290 K. In a real O–H–O bridge, bringing the oxygens together usually lowers the barrier as well, which by (6) acts in the opposite direction and can reverse the trend. A double-layer field of roughly 10 MV/cm changes the energy by 0.10 eV across the hop, yet moves $T_c$ only to 260 K because it barely changes the top curvature. For the base parameters, $T_c$ lies below the freezing point of pure water, 273 K, so a liquid aqueous bath operates above it, but up to about 290 K still inside the crossover width; at 273 K about half of the flux crosses more than $V_0/3$ below the top. Electron transfer that fails to follow the proton, and tunnelling paths that curve through several coordinates, are not sized here. For these inputs the estimate is about 260 K. The changes tried here in friction, hop length and the treatment of the well levels shift it by roughly 25 to 40 K, but these are examples, not error bars: by (6) a barrier lower by 0.1 eV at the same hop length reduces $T_c$ by nearly 50 K. For a real site, (1) should be used with the imaginary frequency calculated at its own saddle point, with the surroundings included in the Hessian, and it marks the crossover only if the period grows with depth; the saddle-point frequency alone cannot show that. The numerical output gives the individual values.

## Table of computed values

```
Barrier height V0 (rough input): 0.300 eV
Half hop a (rough input): 0.500 angstrom
Full hop: 1.000 angstrom
hbar^2/m for the proton: 0.004150 eV angstrom^2
Barrier quantum hbar*w_b: 0.1411 eV
Same, as wavenumber: 1138 cm^-1
Crossover thermal energy k_B*T_c: 0.02246 eV
Crossover temperature T_c: 260.7 K
Twice T_c: 521.3 K
theta = V0/(k_B*T_c): 13.36
Crossover half-width estimate: 30.9 K
Lower temperature chosen: 240.0 K
Stationary energy at that temperature: 0.191 eV
Room temperature: 298.15 K
Hot bath temperature: 353.15 K
kappa room, numerical: 4.96
kappa room, semiclassical: 4.49
kappa room, parabolic: 7.14
kappa hot, numerical: 2.88
kappa hot, parabolic: 3.16
kappa at T_c, numerical: 9.83
kappa at T_c, high-barrier law: 10.58
Share below top, room: 0.852
Share below top, hot: 0.738
Heavy test: share below top at 2*T_c: 0.497
Heavy test: kappa at 2*T_c: 1.571
Heavy test: peak/V0 at 0.8*T_c: 0.277
Heavy test: stationary energy/V0 at 0.8*T_c: 0.282
Heavy test: peak/V0 at 1.2*T_c: 0.988
Steep barrier: takeover temperature/T_c: 1.335
Double-well level 0: 0.09492 eV
Double-well level 1: 0.09536 eV
Double-well level 2: 0.25177 eV
Double-well level 3: 0.26963 eV
Ground splitting: 0.000445 eV
Ground-level transmission: 4.813e-05
Splitting-based/semiclassical transmission: 1.021
Stationary energy meets ground level at: 212.7 K
Ground leak equals over-barrier flux at: 300.9 K
Friction hbar*g (rough input): 0.030 eV
T_c with friction: 234.4 K
Field (rough input): 10.0 MV/cm
Field energy over full hop: 0.100 eV
T_c with field: 260.0 K
T_c with half hop shorter by 0.05 angstrom: 289.6 K
Freezing point of pure water: 273.15 K
```
